Steady channel cracking of a stiff film on a thin elastic interlayer, part 1

(Sections cited here and not found follow in the second part.)

## 1. The steady release rate

**Result**

A stiff film under uniform tension σ is bonded to a thin elastic interlayer on a rigid base. A long crack that cuts the film and runs along it as a channel releases, per unit area of new film crack, the energy

G = σ² ℓ / Ē,  with ℓ² = Ē h t / μ.  (1)

Here h is the film thickness, Ē = E/(1 − ν²) is its plane-strain modulus (E is Young's modulus and ν is Poisson's ratio), t is the interlayer thickness and μ is the interlayer shear modulus. The length ℓ is the distance from the crack over which the film recovers its tension. "Area of new film crack" means h times the advance of the channel; the two faces are not counted separately.

Equation (1) is the leading term when ℓ is much larger than both h and t. It also requires that the interlayer directly beneath the crack carries a negligible part of the film force, a condition made quantitative in the second half. The equations are classical and contain neither ħ nor the electron charge, so they read the same in atomic units as in any other consistent system.

**Geometry and assumptions**

Let x be the in-plane coordinate normal to the crack, y the direction in which the channel advances, and z the height above the base. The crack lies in the plane x = 0. The interlayer fills 0 < z < t and the film fills t < z < t + h. All materials are linear elastic and all interfaces stay bonded. Before cracking, the film carries the stress σ in the x direction, and possibly another uniform stress along y; the interlayer is unstressed.

Displacements are measured from this uncracked, stressed state. Far behind the tip of a long channel, in its wake, nothing depends on y. Reflection in a plane of constant y leaves the wake unchanged, so there is no displacement along y. The problem is then one of plane strain in the x–z plane. Because the two sides of the crack are mirror images, it is enough to treat x > 0, where the film moves away from the crack by u(x) > 0.

**Film stress**

Let Δσx and Δσy be the changes of film stress caused by the crack. The upper surface is free, and both changes are taken as averages through the film thickness. Close to the crack, the interlayer pulls on the lower face only. This also bends the film and makes the stress differ between top and bottom; that bending is neglected here. The absence of strain along y gives

0 = (Δσy − ν Δσx)/E,  hence Δσy = ν Δσx.

The strain along x is therefore

u′ = (Δσx − ν Δσy)/E = (1 − ν²) Δσx/E = Δσx/Ē,

where a prime denotes d/dx. The film stress in the wake is

σx(x) = σ + Ē u′(x).  (2)

The plane-strain modulus appears because the wake is long in the y direction. The biaxial modulus E/(1 − ν) relates σ to an equal mismatch strain in both in-plane directions, but it does not govern the relaxation normal to a single crack.

**Interlayer stress**

The bottom of the interlayer is fixed and its top moves with the film. For a displacement that varies slowly along x, the profile through the thickness is linear, u z/t. The shear strain is then u/t and the shear stress is

τ(x) = μ u(x)/t.  (3)

Two terms have been dropped here, in addition to the bending of the film. Their sizes give necessary conditions for the formula.

The first is the in-plane force in the interlayer. It is at most of order M t u′, where M = 2μ(1 − νi)/(1 − 2νi) is the modulus for uniaxial strain and νi is the interlayer's Poisson ratio. The film force changes by Ē h u′. From (1), μ/(Ē h) = t/ℓ², so the ratio of the two forces is

M t/(Ē h) = (M/μ)(t/ℓ)².

This is small for t ≪ ℓ unless the interlayer is nearly incompressible. As νi approaches 1/2, M/μ grows without limit and this estimate no longer justifies the neglect.

The second is the shear strain of the film itself. A shear stress τ on the film's lower face makes the displacement vary through the film by roughly τh/μf, where μf is the film shear modulus. The displacement across the interlayer is τt/μ. Their ratio is

(τh/μf)/(τt/μ) = μh/(μf t) = (Ē/μf)(h/ℓ)²,

where the last step uses μ = Ē h t/ℓ². This is small when h ≪ ℓ.

The two geometrical conditions can be restated through the moduli. Equation (1) gives

(ℓ/t)² = (Ē/μ)(h/t),  (ℓ/h)² = (Ē/μ)(t/h).

The ratio Ē/μ must therefore greatly exceed both t/h and h/t. A stiff film alone is not sufficient if the two thicknesses are very different. In particular, the vanishing of G in (1) as t → 0 is not physical: ℓ then falls below h, and the shear deformation within the film, neglected here, can no longer be ignored.

**Force balance**

Consider a piece of film between x and x + dx, of unit length along y. Its right end is pulled in the +x direction by hσx(x + dx), and its left end is pulled in the −x direction by hσx(x). The film has moved in the +x direction, so the interlayer pulls it back with a force −τ dx. The sum of the forces vanishes:

h σx(x + dx) − h σx(x) − τ dx = 0.

Dividing by dx and inserting (2) and (3) gives

Ē h u″ = μ u/t.

Division by Ē h brings in the length defined in (1):

u″ = u/ℓ².  (4)

The general solution is u = A e^(−x/ℓ) + B e^(x/ℓ). The displacement must die away far from an isolated crack, so B = 0. The crack face carries no traction, so (2) gives

σ + Ē u′(0) = 0,  or σ − Ē A/ℓ = 0.

Hence A = σℓ/Ē and

u(x) = (σℓ/Ē) e^(−x/ℓ).  (5)

The film stress recovers from zero at the crack as

σx(x) = σ(1 − e^(−x/ℓ)).

The shear stress follows from (3) and (5). Since μ/(Ē t) = h/ℓ²,

τ(x) = (μσℓ/(Ē t)) e^(−x/ℓ) = (σh/ℓ) e^(−x/ℓ).  (6)

Its integral from x = 0 to infinity is σh, which is the film force lost at the crack face. The interlayer thus transfers that force to the base over the length ℓ.

The two faces move apart by equal amounts, so the opening of the film crack is

δ = 2u(0) = 2σℓ/Ē.  (7)

**Why the wake determines the release rate**

Let the tip of a long channel advance by da. The fields around the tip move with it and keep their shape. The change in total energy is the same as if a slice of width da had been removed from the undisturbed film far ahead and a slice of the same width had been added to the wake far behind. The complicated field at the tip contributes the same energy before and after, and so cancels.

The base is rigid and does not move, so no external load does work. The energy lost by the film and interlayer is available at the tip:

G h da = (energy per length ahead − energy per length behind) da.  (8)

The argument gives the average of the release rate over the crack front. It does not say how the local release rate varies through the film thickness.

**Counting the energy**

The change in film energy per unit volume has a part linear in the extra strain, from the existing stress, and a quadratic part from the additional elastic strain:

σu′ + ½Ē(u′)².

A stress along y does no work because there is no extra strain along y. From (5), u′ = −(σ/Ē)e^(−x/ℓ). For one side of the crack, the film energy changes by

h(σ²/Ē) ∫₀^∞ [−e^(−x/ℓ) + ½e^(−2x/ℓ)] dx
= h(σ²/Ē)(−ℓ + ℓ/4)
= −¾ σ²hℓ/Ē.

The interlayer stores ½μ(u/t)² per unit volume, or μu²/(2t) per unit area. For one side this gives

(μ/2t)(σℓ/Ē)² ∫₀^∞ e^(−2x/ℓ) dx
= (μ/2t)(σ²ℓ²/Ē²)(ℓ/2)
= ¼ (μℓ²/(Ē t)) σ²ℓ/Ē
= ¼ σ²hℓ/Ē.

The last step uses μℓ²/(Ē t) = h. Both sides together give:

- film energy given up: (3/2) σ²hℓ/Ē;
- interlayer energy stored: (1/2) σ²hℓ/Ē;
- net energy released: σ²hℓ/Ē.

By (8), the net release equals Gh. Division by h gives (1). One third of the energy given up by the film is therefore kept in the sheared interlayer.

The same result follows from the work of opening. Reduce the stress on the faces from σ to zero in proportion, so that at stage s, between 0 and 1, the face stress is (1 − s)σ. Linearity makes the opening sδ. The energy extracted per unit crack area is

G = ∫₀¹ (1 − s)σδ ds = ½σδ.  (9)

Inserting (7) gives σ²ℓ/Ē again. Equation (9) remains useful when the opening is modified by other effects, provided that the response is linear and δ is the opening averaged over the film thickness.

**How long must the crack be?**

Equation (8) applies to a long crack. To find what "long" means, view the film from above as an elastic sheet on shear springs of stiffness μ/t. A straight crack occupies −a < y < a. Let u and v now denote the displacements along x and y, both functions of x and y, with subscripts for derivatives. The extra elastic energy per unit area is

½Ēh[ux² + vy² + 2νux vy + ½(1 − ν)(uy + vx)²] + (μ/2t)(u² + v²).

The tension σh acts through the opening of the crack. Let P(a) be the energy released in the half y > 0, which contains one tip. Its release rate is

G(a) = (1/h) dP/da.

This problem was solved with quadratic finite elements for ν = 0.25, on a region extending 10ℓ normal to the crack and 9ℓ along it from the centre. The derivative was taken from energies at a ± 0.125ℓ. In units of σ²ℓ/Ē, the results are:

- a = 0.25ℓ: 0.62;
- a = 0.5ℓ: 0.89;
- a = ℓ: 0.996;
- a = 2ℓ: 1.00;
- a = 4ℓ: 1.00.

The values for the two shortest cracks are somewhat low, partly because the mesh is coarse and, to a slightly greater extent, because the step of 0.125ℓ averages G over a range in which it curves downward: the converged values for the same model are 0.65 at a = 0.25ℓ and 0.90 at a = 0.5ℓ. In this model, a crack of half-length ℓ is already within half a percent of the steady value. A flaw much shorter than ℓ sees a smaller driving force, so the steady criterion does not by itself predict whether such a flaw will start to grow. The sheet description also requires the crack to be long compared with both h and t.

**Parallel channels**

Suppose that parallel cracks at equal spacing S advance together into uncracked film. By symmetry, the displacement vanishes midway between neighbours, at x = b = S/2. The solution of (4) with u(b) = 0 is

u = C sinh((b − x)/ℓ).

The free face requires u′(0) = −(C/ℓ)cosh(b/ℓ) = −σ/Ē. This fixes C, and

u(0) = C sinh(b/ℓ) = (σℓ/Ē) tanh(S/2ℓ).

Since δ = 2u(0), equation (9) gives

G = (σ²ℓ/Ē) tanh(S/2ℓ).  (10)

For S ≫ ℓ the cracks act independently. For S ≪ ℓ, the hyperbolic tangent approaches its argument and G → σ²S/(2Ē). Here σ²/(2Ē) is the energy per unit volume that the film releases when its tension along x is fully relaxed with no extra strain along y. It is multiplied by the spacing because nearly all the tension between the cracks is relaxed, and the interlayer stiffness drops out.

A different history gives a different release rate. Let cracks at spacing 2S already exist, and let new cracks run midway between them. In a period 2S, one crack with release factor tanh(S/ℓ) becomes two cracks, each with factor tanh(S/2ℓ). The new crack therefore releases

G_new = (σ²ℓ/Ē)[2 tanh(S/2ℓ) − tanh(S/ℓ)].  (11)

Because tanh(S/ℓ) exceeds tanh(S/2ℓ), this is smaller than (10) at the same final spacing. An implementation must therefore distinguish cracks that advance together from cracks that fill gaps in an existing pattern.

## 2. Range of validity and a worked example

**Symbols and results carried forward**

The film has thickness h, tension σ, Poisson ratio ν and plane-strain modulus Ē. The interlayer has thickness t, shear modulus μ and Poisson ratio νi. Distance from the crack is x. For an isolated long channel, the shear-lag model gives

G₀ = σ²ℓ/Ē,  ℓ = √(Ē h t/μ),
u₀ = σℓ/Ē,  δ = 2u₀,  τ₀ = σh/ℓ.

Here u₀ is the displacement of each crack face, δ is the opening and τ₀ is the interlayer shear stress at the film edge according to shear lag. The subscript on G₀ distinguishes the shear-lag value from a corrected value G. The general relation G = ½σδ also holds for the corrected opening averaged over the film thickness.

For a stiff film on a thin interlayer over a rigid base, shear lag gives the steady release rate (1), with extensions to short cracks and parallel channels. What remains is to find how bridging by the interlayer, finite thickness, base compliance and yielding limit this result, and to apply it to an example.

Numbers in the example were calculated in double precision.
